# Why the occupied centre of gravity removes the first-order u̇ admixture

## Theorem

Hartree atomic units are used. Inside a muffin-tin sphere of radius $R$, an LAPW state $i$ has the form

$$\psi'_i=\sum_{lm}\left[A_{i,lm}\,u_l(r)+B_{i,lm}\,\dot u_l(r)\right]Y_{lm}(\hat r).$$

Here $u_l(r)=u_l(r;E_l)$ is the regular radial solution at the energy parameter $E_l$, and the dot means $\partial/\partial\varepsilon$ at $\varepsilon=E_l$. Let $f_i$ be the occupation of state $i$, including spin and k-point weight. Define the occupation-weighted admixture

$$X_l=\sum_i f_i\sum_m \mathrm{Re}\left(A^*_{i,lm}B_{i,lm}\right).$$

Let $n_l(\varepsilon)$ be the occupied $l$-partial density of states in the sphere, with charge and centre of gravity

$$q_l=\int n_l\,d\varepsilon,\qquad \bar\varepsilon_l=\frac1{q_l}\int \varepsilon\,n_l\,d\varepsilon .$$

If all occupied energies lie within $\eta$ of the energy parameters, then, under the assumptions below,

$$\boxed{X_l=q_l(\bar\varepsilon_l-E_l)+O(\eta^2)}$$

The choice $E_l=\bar\varepsilon_l$ therefore makes $X_l$ vanish to first order, and no other choice removes the linear term.

**Assumptions.**

1. The Hamiltonian is non-relativistic, and its potential is local and spherical inside the sphere.
2. The plane-wave cutoff and the number of augmented $l$ channels are converged.
3. As $\eta\to0$, the radius, the charge $q_l$ and the bounds on the radial functions and their energy derivatives stay fixed, uniformly in $l$.
4. Each occupied LAPW state differs in norm from the exact state by $O(\eta^2)$. Lemma 3 proves this for a lowest band separated by a gap from the next one at each k-point. For other occupied states it remains an assumption.

**What the admixture means.** The $l$-channel density, summed over $m$ and integrated over angles, is

$$\rho_l(r)=\sum_i f_i\sum_m\left[|A|^2u_l^2+2\,\mathrm{Re}(A^*B)\,u_l\dot u_l+|B|^2\dot u_l^2\right].$$

Thus $X_l$ is the coefficient of $2u_l\dot u_l$. The bare sum $\sum f_iB_i$ would have no meaning: multiplying one state by $e^{i\varphi}$ changes it, whereas $A^*B$ is unchanged.

## Lemma 1: radial derivatives

The index $l$ is dropped where one channel is considered. Write $\langle f|g\rangle=\int_0^R fg\,r^2dr$ for real radial functions, and

$$h=-\frac1{2r^2}\frac{d}{dr}r^2\frac{d}{dr}+\frac{l(l+1)}{2r^2}+V(r).$$

Let $u(\varepsilon)$ solve $(h-\varepsilon)u(\varepsilon)=0$ with $\langle u(\varepsilon)|u(\varepsilon)\rangle=1$ at every energy. Then, at $\varepsilon=E$,

$$(h-E)\dot u=u,\qquad \langle u|\dot u\rangle=0,\qquad \langle u|\ddot u\rangle=-N,\qquad N=\langle\dot u|\dot u\rangle .$$

**Proof.** Differentiating the radial equation gives $(h-\varepsilon)\dot u-u=0$, which is the first relation. Differentiating the normalization gives $2\langle u|\dot u\rangle=0$. A second differentiation gives $\langle\dot u|\dot u\rangle+\langle u|\ddot u\rangle=0$. ∎

With $\delta=\varepsilon-E$, Taylor's theorem gives

$$u(\varepsilon)=u+\delta\dot u+\tfrac12\delta^2\ddot u+O(\delta^3).$$

Projecting this on $u$ and $\dot u$ gives

$$p_0\equiv\langle u|u(\varepsilon)\rangle=1-\tfrac12N\delta^2+O(\delta^3),$$

$$p_1\equiv\langle\dot u|u(\varepsilon)\rangle=N\delta+O(\delta^2).$$

Since $\dot u$ carries an inverse energy, $B$ has the unit of energy relative to $A$. The dimensionless size of the admixture is $\sqrt N|\delta|$, and this must be small.

## Lemma 2: coefficients matched at the sphere

Choose $a,b$ so that $au+b\dot u$ has the value and slope of $u(\varepsilon)$ at $R$. Then

$$b=\delta p_0,\qquad a=p_0-\delta p_1,\qquad ab=\delta-2N\delta^3+O(\delta^4).$$

**Proof.** Two integrations by parts leave only the surface term of the kinetic energy:

$$\langle f|hg\rangle-\langle hf|g\rangle=-\tfrac12R^2\left(fg'-f'g\right)_R. \tag{1}$$

The contribution at $r=0$ vanishes for regular functions. Subtracting $E$ from $h$ in both terms leaves (1) unchanged. Put $f=u$ and $g=\dot u$. The left side is $\langle u|u\rangle-0=1$, so

$$D\equiv(u\dot u'-u'\dot u)_R=-\frac2{R^2}.$$

Since $D\neq0$, the matching equations have one solution. With $v=u(\varepsilon)$ they are

$$au+b\dot u=v,\qquad au'+b\dot u'=v'.$$

Solving for the two unknowns gives

$$b=\frac{uv'-u'v}{D},\qquad a=\frac{v\dot u'-v'\dot u}{D}.$$

For $b$, use (1) with $f=u$, $g=v$. Because $(h-E)u=0$ and $(h-E)v=\delta v$,

$$\delta p_0=-\tfrac12R^2(uv'-u'v)=\frac{uv'-u'v}{D}=b.$$

For $a$, use $f=\dot u$, $g=v$. Because $(h-E)\dot u=u$,

$$\delta p_1-p_0=-\tfrac12R^2(\dot uv'-\dot u'v)=\frac{\dot uv'-\dot u'v}{D}=-a.$$

Inserting the expansions of $p_0$ and $p_1$ gives

$$b=\delta-\tfrac12N\delta^3+O(\delta^4),$$

$$a=1-\tfrac12N\delta^2-N\delta^2+O(\delta^3)=1-\tfrac32N\delta^2+O(\delta^3).$$

In the product, the cubic coefficient is $-\frac12N-\frac32N=-2N$. ∎

## Lemma 3: the variational state

A secular equation determines the LAPW coefficients, so they need not equal the matched ones. For an isolated lowest band, the normalized LAPW state $\psi'$ nevertheless satisfies $\|\psi'-\psi\|=O(\eta^2)$, where $\psi$ is the exact normalized state at the same k-point and the phase of $\psi'$ is suitably chosen.

**Proof.** Construct $\Phi$ from $\psi$ by leaving it unchanged in the interstitial region and replacing each radial function in the sphere by its matched combination $au+b\dot u$. This function is continuous in value and slope, and it lies in the converged LAPW space. The difference $\chi=\psi-\Phi$ lives only in the sphere. By Lemma 2, $a=1+O(\delta^2)$ and $b=\delta+O(\delta^3)$, so

$$u(\varepsilon)-au-b\dot u=O(\delta^2),$$

and $\chi$ and its gradient are $O(\eta^2)$.

Let $\varepsilon$ be the exact energy. Since $(H-\varepsilon)\psi=0$, the terms containing $\psi$ drop out:

$$\langle\Phi|H-\varepsilon|\Phi\rangle=\langle\chi|H-\varepsilon|\chi\rangle=O(\eta^4).$$

The norm of $\Phi$ is $1+O(\eta^2)$. The variational principle then bounds the LAPW energy $\varepsilon'$:

$$0\le\varepsilon'-\varepsilon\le\frac{\langle\Phi|H-\varepsilon|\Phi\rangle}{\langle\Phi|\Phi\rangle}=O(\eta^4).$$

Now write $\psi'=\cos\theta\,\psi+\sin\theta\,\psi_\perp$, with $\psi_\perp$ normalized and orthogonal to $\psi$, and $\cos\theta\ge0$. If $\Delta$ is the gap to the next exact state at this k-point,

$$\varepsilon'-\varepsilon=\sin^2\theta\left(\langle\psi_\perp|H|\psi_\perp\rangle-\varepsilon\right)\ge\Delta\sin^2\theta .$$

Hence $\sin\theta=O(\eta^2)$. Finally,

$$\|\psi'-\psi\|^2=2-2\cos\theta\le2\sin^2\theta=O(\eta^4),$$

where $1-\cos\theta\le1-\cos^2\theta$ was used. ∎

The energy error is thus of fourth order, while the wave-function error is of second order. The latter limits the theorem.

## Proof of the theorem

In the sphere, the exact state is $\psi_i=\sum_{lm}C_{i,lm}u_l(r;\varepsilon_i)Y_{lm}$. Because $u_l(\varepsilon_i)$ is normalized, $\sum_m|C_{i,lm}|^2$ is the $l$-weight of the state, and

$$n_l(\varepsilon)=\sum_if_i\sum_m|C_{i,lm}|^2\,\delta_{\rm D}(\varepsilon-\varepsilon_i),$$

with $\delta_{\rm D}$ the Dirac delta function. Since $u_l$ and $\dot u_l$ are orthogonal, the LAPW coefficients are projections:

$$A=\langle u_lY_{lm}|\psi'\rangle,\qquad B=\frac1{N_l}\langle\dot u_lY_{lm}|\psi'\rangle .$$

Insert $\psi'=\psi+(\psi'-\psi)$. By the Cauchy–Schwarz inequality and assumption 4, the second part contributes $O(\eta^2)$. With $\delta=\varepsilon_i-E_l$,

$$A=Cp_0+O(\eta^2)=C+O(\eta^2),$$

$$B=\frac{Cp_1}{N_l}+O(\eta^2)=C\delta+O(\eta^2).$$

Multiplication gives $\mathrm{Re}(A^*B)=|C|^2\delta+O(\eta^2)$. Summing over $m$ and the occupied states,

$$X_l=\int n_l(\varepsilon)(\varepsilon-E_l)\,d\varepsilon+O(\eta^2)=q_l(\bar\varepsilon_l-E_l)+O(\eta^2).$$

The linear term has the single zero $E_l=\bar\varepsilon_l$. ∎

With $E_l=\bar\varepsilon_l$ and at leading order, states above the centroid contain $\dot u$ with one sign relative to $u$, and states below it with the other; for a state very close to the centroid the $O(\eta^2)$ error can decide the sign. The centroid balances these contributions; it does not remove them from individual states.

## Remarks

**Weakly occupied channels.** An error $\beta$ in $B$ changes $A^*B$ by about $C\beta$, while the charge is proportional to $|C|^2$. The resulting error in $X_l/q_l$ is therefore about $\beta/|C|$. A channel with little charge is more sensitive to the same wave-function error.

**An energy interpretation.** Lemma 1 gives $(h-E)(Au+B\dot u)=Bu$. Projection on $Au+B\dot u$ leaves $A^*B$. Thus $X_l$ is the real part of the occupied expectation value of $h_l-E_l$ over the sphere part of the LAPW states; by (1), $h_l$ restricted to the sphere is not Hermitian. Setting it to zero puts the mean sphere energy of the channel at $E_l$.

**Density.** For the exact states, squaring the Taylor series gives

$$\rho_l=q_l\left[u_l^2+2(\bar\varepsilon_l-E_l)u_l\dot u_l\right]+O(\eta^2).$$

At the centroid, the single function $u_l^2$ represents the shape of the occupied $l$-density to first order.

**The squared admixture.** From $B=C\delta+O(\eta^2)$,

$$\sum_if_i\sum_m|B|^2=q_l\left[\sigma_l^2+(\bar\varepsilon_l-E_l)^2\right]+O(\eta^3),$$

where $\sigma_l^2=q_l^{-1}\int n_l(\varepsilon-\bar\varepsilon_l)^2d\varepsilon$. The cross term in the square vanishes by the definition of $\bar\varepsilon_l$. At leading order this sum is smallest at the centroid, but it remains finite for a band of finite width. The function $\dot u_l$ is still needed there.

**Using the LAPW centroid.** In practice, $\bar\varepsilon_l$ comes from the LAPW states. Their $l$-weights have errors $O(\eta^2)$, and these multiply energies measured from $E_l$, which are at most $\eta$. At fixed $q_l$, the centroid changes by $O(\eta^3)$; for the isolated band, the energy error adds a term $O(\eta^4)$. These orders are bounds: weight errors move the centroid only through $\varepsilon-\bar\varepsilon_l$, so for a narrow band far from $E_l$ the energy error can be the larger part, as it is in the model crystal below at a distance of 0.1 hartree. One can therefore compute the centroid, replace $E_l$ by it, and repeat.

## A model crystal

Take a simple cubic crystal with lattice constant 6.0 bohr and one sphere of radius $R=2.7$ bohr per cell. The potential is $-V_0(1-r^2/R^2)$ in the sphere, with $V_0=1.5$ hartree, and zero outside. The lowest band holds two electrons per cell and is sampled on a mesh of 216 k-points.

Diagonalization in plane waves, without energy parameters, supplies reference values. On this mesh, which avoids the symmetry points, the occupied band runs from $-0.5756$ to $-0.5304$ hartree, and the next band starts at $-0.0797$ hartree. The occupied band reaches $-0.5791$ hartree at Γ and $-0.5269$ hartree at R, and the next band reaches $-0.0921$ hartree at X. Expanding the plane waves in spherical harmonics gives:

| Quantity | $l=0$ | $l=1$ |
|---|---:|---:|
| $q_l$ (electrons) | 1.904 | 0.0033 |
| $\bar\varepsilon_l$ (hartree) | −0.5521 | −0.5527 |
| $\sigma_l$ (hartree) | 0.0107 | 0.0098 |

An LAPW calculation with these centroids as $E_l$, a plane-wave cutoff $RK_{\max}=9$ and augmentation up to $l=12$ gives

$$\frac{X_0}{q_0}=-9.5\times10^{-5}\ \text{hartree},\qquad \frac{X_1}{q_1}=-1.75\times10^{-3}\ \text{hartree}.$$

Relative to the spreads, the magnitudes are 0.9% for $l=0$ and 18% for $l=1$. The second value is not negligible, and its origin can be narrowed down by moving the energy parameters.

Let $E_0$ and $E_1$ both be shifted by $s$ from their centroids, while the parameters for $l\ge2$ stay fixed. The theorem predicts $X_l/q_l=-s$ at first order. At $RK_{\max}=9$ the LAPW eigenvectors give, in hartree:

| $s$ | $X_0/q_0$ | $X_1/q_1$ |
|---:|---:|---:|
| −0.10 | 0.1021 | 0.1000 |
| −0.05 | 0.0505 | 0.0486 |
| 0.05 | −0.0494 | −0.0512 |
| 0.10 | −0.0971 | −0.0992 |

For $l=0$ and $s=-0.10$ hartree, the deviation from the linear law is $0.1021-0.1000=0.0021$ hartree, or 2.1% of the shift. At $s=0.10$ hartree it is $-0.0971+0.1000=0.0029$ hartree. The deviations have the same sign and fall to 0.0005 and 0.0006 hartree at half the shift. This is mainly quadratic behaviour, as the theorem allows. The size of the deviations depends on the cutoff: at $RK_{\max}=12$ they are 0.0026 and 0.0033 hartree for $s=-0.10$ and $0.10$ hartree. The matched coefficients of Lemma 2 would instead give a leading deviation that is odd in $s$, so they do not describe the variational remainder here.

For $l=1$, the deviation contains an offset close to the value at $s=0$, plus a quadratic part of about 0.002 hartree at $|s|=0.10$ hartree. Scaling that part by $(\sigma_1/0.10)^2\approx0.01$ gives about $2\times10^{-5}$ hartree; at $RK_{\max}=12$ the quadratic part is about 0.0033 hartree and the estimate $3\times10^{-5}$ hartree. The band spread thus does not account for the offset of $-1.75\times10^{-3}$ hartree.

The offset comes mainly from the finite plane-wave cutoff of the LAPW basis, so assumption 2 is not yet met at $RK_{\max}=9$. Raising $RK_{\max}$ to 10, 11 and 12 changes $X_1/q_1$ at the centroid to about $-7\times10^{-4}$, $-1.5\times10^{-4}$ and $-6\times10^{-5}$ hartree. The $l=0$ offset also depends on the cutoff: $X_0/q_0$ becomes about $+2.3\times10^{-5}$ hartree at $RK_{\max}=12$ and $+2.6\times10^{-5}$ hartree at 13. It does not tend to zero; it has the size of the second-order remainder, since the quadratic part of the $l=0$ deviation, about 0.003 hartree at $|s|=0.10$ hartree, scaled by $(\sigma_0/0.10)^2$ gives about $3\times10^{-5}$ hartree. The sizes of the two offsets at $RK_{\max}=9$ can be compared through the remark on weakly occupied channels. The mean amplitudes are about $\sqrt{1.904/2}=0.98$ for $l=0$ and $\sqrt{0.0033/2}=0.041$ for $l=1$. Multiplying the two offsets by these amplitudes gives errors in $B$ of about $9\times10^{-5}$ and $7\times10^{-5}$ hartree. At this cutoff the very different values of $X_l/q_l$ thus correspond to absolute errors of similar size; the weakly occupied channel magnifies its error.

The squared admixture remains at the centroid. For $l=0$, $\sum f|B|^2/q_0=1.14\times10^{-4}$ hartree², equal to $\sigma_0^2$ at this precision. For $l=1$ it is $1.03\times10^{-4}$ hartree², about 9% above $\sigma_1^2$ at $RK_{\max}=9$; the difference falls below 1% at $RK_{\max}=11$ and 12.

The density shows how well $u_0^2$ alone serves at the centroid; the full LAPW density also contains $\dot u_0$ and is much less sensitive to $E_0$. Measure the error of $u_0^2$ by $\int_0^R|\rho_0/q_0-u_0^2|r^2dr$, with $\rho_0$ from the plane-wave calculation. It is below $10^{-3}$ at the centroid and 0.23 when $E_0$ lies 0.1 hartree lower. Adding the first-order term $2(0.1)u_0\dot u_0$ in the latter case reduces the error to 0.022.

The iteration can start far from the band. With every $E_l=-0.20$ hartree, the LAPW centroids give $E_0=-0.5318$ hartree after one step and $-0.5521$ hartree after two. The third step leaves this value unchanged at the digits shown.

## Finite width and separated levels

The cubic law of Lemma 2 gives a separate measure of what remains if the coefficients are fixed by matching. Summing $ab$ over a normalized density $n(\varepsilon)$ with $E=\bar\varepsilon$ leaves

$$\int n\,ab\,d\varepsilon=-2N\int n(\varepsilon-\bar\varepsilon)^3d\varepsilon+\cdots .$$

Take $n(e)=2e/W^2$ for $0\le e\le W$, with $e$ measured from the band bottom. Its first three moments are $2W/3$, $W^2/2$ and $2W^3/5$. The third central moment is therefore

$$W^3\left[\frac25-3\cdot\frac23\cdot\frac12+3\left(\frac23\right)^3-\left(\frac23\right)^3\right]=-\frac{W^3}{135}.$$

The model sphere has $N_0=2.571$ hartree$^{-2}$ at the s centroid. For $W=0.2$ hartree, the cubic law gives

$$\frac{2(2.571)(0.2)^3}{135}=3.05\times10^{-4}\ \text{hartree}.$$

Numerical summation of the matched coefficients gives $2.49\times10^{-4}$ hartree. At half the width, the law gives $3.81\times10^{-5}$ and the summation $3.48\times10^{-5}$ hartree. The discrepancy relative to the cubic law falls from 18% to 9%, as expected from a next term of fourth order.

The expansion fails when one energy parameter must serve widely separated groups of states, such as semicore and valence states of the same $l$. As a model, use the s solutions of the same sphere at $-0.5$ and $1.5$ hartree, with shares 0.25 and 0.75 of the charge. Their centroid is

$$0.25(-0.5)+0.75(1.5)=1.0\ \text{hartree},$$

and the linear contributions cancel:

$$0.25(-1.5)+0.75(0.5)=-0.375+0.375=0 .$$

The sum of the actual matched products is 0.32 hartree, nearly as large as either linear contribution. The centroid still exists, but the terms beyond first order in $\delta$ are comparable to the linear ones, so cancellation of the linear term says little about the matched admixture. No variational calculation was made for this case. The two groups then need radial functions at separate energies. A local orbital can supply the additional one.
